\section*{Drain-Induced Barrier Lowering and the Natural Length of a Double-Gated Monolayer, part 2}

An n-channel monolayer transistor is below threshold. Its sheet lies at $y=0$, midway between gates at $y=\pm t$, with source at $x=0$ and drain at $x=L$. We ask how the drain voltage $V_{DS}$ changes the barrier for electrons (charge $-e$) leaving the source. The barrier top is the minimum of the sheet potential $\phi(x)=\Phi(x,0)$. The gates are at $V=V_G-V_{\rm FB}$, gate voltage less flat-band voltage. The dielectric has relative permittivity $\epsilon_{\rm ox}$; the sheet has $S=\epsilon_s t_s$, in-plane relative permittivity times thickness. Mobile charge is omitted; $\sigma$ is a uniform fixed sheet charge. Gauss's law gives
\begin{equation}
S\phi''+2\epsilon_{\rm ox}\,\partial_y\Phi(x,0^+)=-\frac{\sigma}{\epsilon_0}.
\label{sheet}
\end{equation}
In the dielectric, $\Phi$ is approximated by a linear fall from sheet to gate. This adds $2\epsilon_{\rm ox}t/3$ to $S$ as the coefficient of $\phi''$ and gives $\lambda^2u''=u$, where $u=\phi-\phi_L$, $\phi_L=V+\sigma t/(2\epsilon_{\rm ox}\epsilon_0)$ and $\lambda^2=St/(2\epsilon_{\rm ox})+t^2/3$. The thin-dielectric length $\lambda_0$ omits $t^2/3$.

Ideal contacts fix $u(0)=a$ and $u(L)=b=a+V_{DS}$. With $q=L/\lambda$,
\begin{equation}
u(x)=\frac{a\sinh[(L-x)/\lambda]+b\sinh(x/\lambda)}{\sinh q}.
\label{profile}
\end{equation}
If $b<a\cosh q$, the minimum $u_m$ lies inside the channel at $x_m$:
\begin{equation}
x_m=\frac{\lambda}{2}\ln\frac BA
=\frac{\lambda}{2}\ln\frac{ae^q-b}{b-ae^{-q}} .
\label{xm}
\end{equation}
\begin{equation}
u_m=\frac{\sqrt{2ab\cosh q-a^2-b^2}}{\sinh q}.
\label{um}
\end{equation}
Here $A$ and $B$ are the coefficients of $e^{x/\lambda}$ and $e^{-x/\lambda}$ in $u$. The barrier is $E_B=e(a-u_m)$.

The MoS$_2$ example has $\epsilon_s=15$, $t_s=0.65$ nm, $S=9.75$ nm, $\epsilon_{\rm ox}=8$, $t=2$ nm, $\lambda=1.60$ nm, $\lambda_0=1.10$ nm, $L=10$ nm, $q=6.26$ and $a=0.5$ V. For $V_{DS}=0.05$ and $0.5$ V, $b=0.55$ and $1.00$ V, and $E_B=454.2$ and $438.3$ meV.

\section{How the drain lowers the barrier}

\noindent\textbf{Q:} Before we vary the drain voltage, collect what we need.

\noindent\textbf{A:} The sheet has length $L$ and lateral strength $S$. Each gate dielectric has thickness $t$ and permittivity $\epsilon_{\rm ox}$. The potential measured from its long-channel value $\phi_L$ is $u$, with $u=a$ at the source and $u=b=a+V_{DS}$ at the drain. With $q=L/\lambda$ and $\lambda^2=St/(2\epsilon_{\rm ox})+t^2/3$, the profile is \eqref{profile}. Its minimum $u_m$, equation \eqref{um}, lies at $x_m$, equation \eqref{xm}, provided $b<a\cosh q$. The electron barrier is $e(a-u_m)$. In the example $L=10$ nm, $\lambda=1.60$ nm and $a=0.5$ V.

\noindent\textbf{Q:} What do you call drain-induced barrier lowering?

\noindent\textbf{A:} Drain-induced barrier lowering, or DIBL, is the fall of the barrier, in volts, per volt of drain bias. First I hold the gate voltage fixed, so $a$ is constant and $db=dV_{DS}$. The small-signal DIBL is then $\partial u_m/\partial b$.

\noindent\textbf{Q:} The barrier top moves when the drain voltage changes. Must you differentiate its position?

\noindent\textbf{A:} The chain rule contains that motion, but multiplies it by zero:
\begin{equation}
\frac{\partial u_m}{\partial b}
=\left.\frac{\partial u}{\partial b}\right|_{x=x_m}
+u'(x_m)\frac{\partial x_m}{\partial b}
=\frac{\sinh(x_m/\lambda)}{\sinh q},
\label{slope}
\end{equation}
because $u'(x_m)=0$. At vanishing drain voltage $b=a$, and the ratio in \eqref{xm} is $(e^q-1)/(1-e^{-q})=e^q$. The top is then at $L/2$. Using $\sinh q=2\sinh(q/2)\cosh(q/2)$,
\begin{equation}
\left.\frac{\partial u_m}{\partial V_{DS}}\right|_{0}
=\frac{1}{2\cosh(L/2\lambda)} .
\label{zero}
\end{equation}
For a long channel this tends to $e^{-L/2\lambda}$.

\noindent\textbf{Q:} That is one point on the curve. Show me the law at finite drain voltage.

\noindent\textbf{A:} Take the factor $abe^q$ out of the root in \eqref{um}, and write $\sinh q=e^q(1-e^{-2q})/2$:
\begin{equation}
u_m=2\sqrt{ab}\,e^{-q/2}\,
\frac{\sqrt{1-(a/b+b/a)e^{-q}+e^{-2q}}}{1-e^{-2q}} .
\end{equation}
The last factor tends to one when $e^{-q}$ and $(b/a)e^{-q}$ are both small. This is the long-channel regime: $L\gg\lambda$ and $L\gg\lambda\ln(b/a)$. There
\begin{equation}
u_m\simeq2\sqrt{ab}\,e^{-L/2\lambda},\qquad
\frac{\partial u_m}{\partial b}\simeq\sqrt{\frac ab}\,e^{-L/2\lambda}.
\label{long}
\end{equation}
Between two drain voltages, with end values $b_1$ and $b_2$, the measured quantity is a difference quotient. Since $b_2-b_1=(\sqrt{b_2}-\sqrt{b_1})(\sqrt{b_2}+\sqrt{b_1})$,
\begin{equation}
\frac{u_m(b_2)-u_m(b_1)}{b_2-b_1}\simeq
\frac{2\sqrt a}{\sqrt{b_1}+\sqrt{b_2}}\,e^{-L/2\lambda}.
\label{two}
\end{equation}
The prefactor depends on the voltages but not on $L$. At fixed voltages the decay is therefore $\exp(-L/2\lambda)$.

\noindent\textbf{Q:} The screening length is $\lambda$. Why does the drain's influence not fall as $\exp(-L/\lambda)$?

\noindent\textbf{A:} At a fixed distance $x$ from the source it does. For $x$ several $\lambda$ from both ends, the drain's weight in \eqref{profile} is
\begin{equation}
\frac{\sinh(x/\lambda)}{\sinh q}\simeq e^{-(L-x)/\lambda}.
\end{equation}
But the barrier top does not stay at a fixed distance from the source as $L$ grows. In the long-channel regime \eqref{xm} gives
\begin{equation}
x_m\simeq\frac L2-\frac\lambda2\ln\frac ba .
\end{equation}
The drain is therefore a distance $L/2+(\lambda/2)\ln(b/a)$ from the top. Inserting that distance in the exponential reproduces both factors in \eqref{long}: half the channel gives $e^{-L/2\lambda}$, and the shift towards the source gives $\sqrt{a/b}$.

\noindent\textbf{Q:} Suppose an experiment gives a threshold shift, not a barrier change at fixed gate voltage. Does the exponent survive?

\noindent\textbf{A:} Define threshold by a fixed barrier height, which means a fixed $\phi_m=\phi_L+u_m(a,b)$. A gate change $dV_G$ shifts $\phi_L$ by the same amount. It changes $a$ by $-dV_G$ and $b$ by $-dV_G+dV_{DS}$. Requiring $d\phi_m=0$ gives
\begin{equation}
-\frac{dV_G}{dV_{DS}}=
\frac{\partial u_m/\partial b}{1-\partial u_m/\partial a-\partial u_m/\partial b}.
\end{equation}
The denominator is the gate's control over the barrier top. By the argument that led to \eqref{slope}, $\partial u_m/\partial a=\sinh[(L-x_m)/\lambda]/\sinh q$. Both derivatives vanish for a long channel, so the denominator tends to one and the exponential is unchanged. At $V_{DS}\to0$ both equal \eqref{zero}, and
\begin{equation}
-\left.\frac{dV_G}{dV_{DS}}\right|_0
=\frac{1}{2[\cosh(q/2)-1]}
=\frac{1}{4\sinh^2(L/4\lambda)} .
\end{equation}
The last step is $\cosh z-1=2\sinh^2(z/2)$.

\noindent\textbf{Q:} Let me see the numbers for 10 nm.

\noindent\textbf{A:} The exponential is $e^{-6.26/2}=0.0437$. For $V_{DS}$ between 0.05 and 0.5 V the prefactor is $2\sqrt{0.5}/(\sqrt{0.55}+\sqrt{1.00})=0.812$. Equation \eqref{two} then gives $0.812\times0.0437=0.0355$, or 35.5 mV/V. The full expression \eqref{um} gives $15.92\ {\rm mV}/0.45\ {\rm V}=35.4$ mV/V. At 300 K, where $k_BT=25.85$ meV, the lowering multiplies the thermionic flux from the source by $e^{15.92/25.85}=1.85$. The net current also carries the back-flow factor $1-e^{-eV_{DS}/k_BT}$, which adds a further factor 1.17 between these two drain voltages.

At zero drain voltage the DIBL at fixed gate is 43.6 mV/V and the gate control is 0.913, so the gate-referred value is $43.6/0.913=47.8$ mV/V. Between the two finite drain voltages, solving numerically for the gate shift that restores the 454.2 meV barrier gives 39.0 mV/V.

\noindent\textbf{Q:} Now I return to the linear profile. Your exponent is no better than your $\lambda$.

\noindent\textbf{A:} The linear profile can be compared with the full solution. Measured from its long-channel form, the potential in the dielectric can vary as $e^{\pm kx}\sin[k(t-|y|)]$. This satisfies Laplace's equation and vanishes on the gates. Its vertical derivative at $0^+$ is $-k\cos kt$, so \eqref{sheet}, without the fixed charge already contained in $\phi_L$, requires
\begin{equation}
Sk^2\sin kt-2\epsilon_{\rm ox}k\cos kt=0
\quad\Longrightarrow\quad k\tan kt=\frac{2\epsilon_{\rm ox}}{S}.
\end{equation}
The smallest positive root decays most slowly, with length $1/k$. For small $kt$, $\tan kt\simeq kt+(kt)^3/3$, so
\begin{equation}
\frac1{k^2}\simeq\frac{St}{2\epsilon_{\rm ox}}\left(1+\frac{k^2t^2}{3}\right)
\simeq\frac{St}{2\epsilon_{\rm ox}}+\frac{t^2}{3}.
\end{equation}
The second step uses the leading result $k^2\simeq2\epsilon_{\rm ox}/(St)$ in the correction. This agrees with $\lambda^2$. In the opposite limit $S\to0$, $kt\to\pi/2$ and $1/k=0.637t$, whereas $\lambda=0.577t$ is 9\% shorter. In the example $1/k=1.645$ nm, and $\lambda$ is 3\% shorter than this.

\noindent\textbf{Q:} Does the barrier itself follow that mode?

\noindent\textbf{A:} I solved the two-dimensional equation by finite differences on a 0.1 nm grid. In the dielectric above and below each contact, the potential was made to fall linearly to the gates. The table gives the two-point DIBL in mV/V at fixed $a$ and fixed drain voltages. The digits serve to compare the columns. The grid raises the two-dimensional values by 0.1 to 0.2\% (at 10 nm the converged value is 36.28) and the fitted decay lengths below by 0.001 nm.
\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & from \eqref{um} & from \eqref{two} & two-dimensional\\
6 & 118.48 & 124.16 & 117.05\\
8 & 65.53 & 66.40 & 66.03\\
10 & 35.37 & 35.50 & 36.33\\
12 & 18.97 & 18.99 & 19.84\\
14 & 10.15 & 10.15 & 10.82
\end{tabular}
\end{center}
The asymptote is 5\% above the full reduced result at 6 nm and within 0.4\% of it at 10 nm. The two-dimensional values fall a little more slowly. Between 14 and 18 nm they give a decay length of 1.646 nm, in agreement with the mode.

I then made each contact face an equipotential over the full dielectric height. At 10 nm the DIBL rose from 36 to 47 mV/V, but the fitted decay length was again 1.646 nm. For these two shapes, the contact changes the prefactor and leaves the decay length alone.

\noindent\textbf{Q:} What would $\lambda_0$ have predicted?

\noindent\textbf{A:} With $\lambda_0=1.10$ nm the exponential at 10 nm is 0.0108 instead of 0.0437. The DIBL would be understated by a factor of four.

\noindent\textbf{Q:} Can I choose a channel length from \eqref{two}?

\noindent\textbf{A:} Yes, under its conditions. For a target $D$ and prefactor $P$, it gives $L=2\lambda\ln(P/D)$. With the voltages above and $D=0.1$, this is $3.20\ {\rm nm}\times\ln8.12=6.7$ nm. It presumes ideal contacts, a fixed gate voltage and these voltages. If the target is instead a threshold shift of 0.1 V/V, the reduced model needs 7.4 nm.

\noindent\textbf{Q:} Doped contacts are not ideal. The field must end on charge inside them.

\noindent\textbf{A:} Suppose each contact has $N=5\times10^{13}$ donors per cm$^2$, no gate over it, and the same lateral strength as the channel. In its depleted part $u''=-c$, with $c=eN/[\epsilon_0(S+2\epsilon_{\rm ox}t/3)]$. If the potential at the drain edge is $u_e$, its slope there is about $u_e/\lambda$ for a long channel. Uniform curvature brings this slope to zero over a width $u_e/(c\lambda)$, while $u$ rises by $u_e^2/(2c\lambda^2)$. Hence
\begin{equation}
u_e+\frac{u_e^2}{2c\lambda^2}=b ,
\end{equation}
and the source obeys the same relation with $a$ on the right. With mobile electrons left out of the depleted parts, the edge values become 0.42 V at the source and 0.75 V at the drain, instead of 0.50 and 1.00 V. The estimated drain depletion is 1.1 nm wide, and the DIBL falls from 35 to 24 mV/V. The estimate is rough, because without a gate the field spreads further into the dielectric than the channel's lateral strength allows for. Two-dimensional solutions under the same depletion assumption, with gates that stop at the ends of the channel, give edge values of about 0.41 V at the source and 0.66 to 0.69 V at the drain, a drain depletion of about 1.5 nm and a DIBL of 21 to 23 mV/V. The ranges cover thick and thin gate electrodes. The edge values hardly depend on $L$ in a long channel, so the exponent is unaffected.

\noindent\textbf{Q:} And the electrons? At 10 nm they may tunnel, and you left out their charge.

\noindent\textbf{A:} For tunnelling I used an effective mass of 0.5 electron masses, a Boltzmann energy weight and the semiclassical transmission $1/(1+e^\theta)$, where $\theta=(2/\hbar)\int\sqrt{2m(E_c-E)}\,dx$ over the forbidden region and $E_c=e(a-u)$. Above the top I used the transmission of the matching parabola. This approximation gives a current 1.21 times the thermionic value at low drain voltage and 1.30 times at high. It leaves out reflection at the contact edges. The ratio of the high-drain factor to the low-drain one is 1.07, and it acts like a further lowering of $25.85\ln1.07\simeq1.8$ meV, compared with the electrostatic 15.9 meV.

For the charge, two valleys and the stated doping place the source Fermi level 119 meV above its band edge. The barrier top is then $438-119=319$ meV above the Fermi level, about 12 $k_BT$. Electrons in equilibrium with the source would have a density of $5\times10^7$ cm$^{-2}$ there, which would shift the potential by about $10^{-6}$ V. At high drain voltage the density is lower still, because the drain supplies almost no electrons to the barrier top. Near the contacts the density is much larger. The band rise of 0.08 to 0.09 V found at the source edge under the depletion assumption is smaller than the Fermi level of 0.119 eV, so that assumption is not consistent there. Keeping the electrons with Fermi statistics in the two-dimensional problem lowers the edge values by a further 0.06 V at the source and 0.04 V at the drain, but raises the DIBL by only about 0.5 mV/V.

\noindent\textbf{Q:} How close is all this to a real MoS$_2$ transistor?

\noindent\textbf{A:} The material values are rough but typical; 2 nm of dielectric on both sides is an aggressive choice. Giving the sheet its thickness, with out-of-plane permittivity 6, changes the mode length from 1.645 to 1.656 nm. Without fixed charge in the channel, $\phi_L=V$ and the vertical field at the drain end is $1.0\ {\rm V}/2\ {\rm nm}=5$ MV/cm. The lateral field there is larger still. The reduced model gives about $b/\lambda=1.0\ {\rm V}/1.60\ {\rm nm}=6.3$ MV/cm, and the two-dimensional solution with a linear fall at the contacts gives about 7 MV/cm, so the total is nearly 9 MV/cm. This is comparable with the breakdown field of thin alumina films, so with ideal contacts the example lies at the edge of what a real dielectric can bear. Depleted contacts lower the potential at the drain edge, and with it the field on the sheet there. The band drop from barrier to drain is 0.94 eV, below a rough gap of 1.8 eV, so the valence band at the barrier does not overlap the drain's conduction band. The form of the contacts matters a good deal: the variants tried here move the 10 nm result between about 21 and 47 mV/V. Metal contacts with their own Schottky barriers, interface traps and gate leakage lie outside the model.

Numerical values quoted here were computed with a short program.
